\section*{The MYEGA viscosity law from Adam-Gibbs relaxation and two-state constraints}

\section{From cooperative regions to viscosity}

\textbf{Q:} Crystal growth in a phase-change memory material is fastest somewhat below the melting point. From there down to the glass transition it slows by many decades, mostly because the viscosity $\eta(T)$ rises. You want to derive $\eta(T)$ from entropy. Why should entropy control flow at all?

\textbf{A:} In the Adam-Gibbs picture, atoms rearrange in cooperative regions. A region can rearrange only if it has another configuration to go to, so its configurational entropy must reach some least value $s^*$. If the liquid has configurational entropy $s_c$ per atom, a region of $z$ atoms has entropy $zs_c$, and
\begin{equation}
z s_c\ge s^*\quad\Rightarrow\quad z\ge z^*=\frac{s^*}{s_c}.
\end{equation}
Let the barrier be $\Delta\mu$ per atom of the region. The rearrangement rate is then proportional to
\begin{equation}
w=\sum_{j=0}^{\infty}e^{-(z^*+j)\Delta\mu/kT}
=\frac{e^{-z^*\Delta\mu/kT}}{1-e^{-\Delta\mu/kT}},
\end{equation}
a geometric series. Here $z^*$ is treated as a continuous threshold. The relaxation time $\tau$ is proportional to $1/w$, and $\eta=G\tau$ with a shear modulus $G$ taken as constant.

\textbf{Q:} The denominator depends on temperature too.

\textbf{A:} It does, but far more weakly than the exponential when $z^*$ is large. I absorb it in a constant $\eta_\infty$ and will size the error later. What remains is
\begin{equation}
\ln\frac{\eta}{\eta_\infty}=\frac{z^*\Delta\mu}{kT}=\frac{\Delta\mu\,s^*}{kT\,s_c(T)} .
\label{ag}
\end{equation}
I take $\Delta\mu$ and $s^*$ as constants and the liquid as being in metastable equilibrium. The whole task is now to find $s_c(T)$.

\section{Counting constraints}

\textbf{Q:} Where does topology enter?

\textbf{A:} Each atom has three degrees of freedom. Bond lengths and bond angles that resist change act as constraints and remove them. Let there be $n_0$ constraints per atom when all are intact, and let a fraction $p$ be broken by heat. If the constraints are independent, the number of floppy modes per atom is
\begin{equation}
f=3-n_0(1-p).
\label{count}
\end{equation}
For an isostatic network, $n_0=3$, this is $f=3p$. I adopt that case for now.

\textbf{Q:} And $p$ is simply a Boltzmann factor?

\textbf{A:} Not quite. A constraint has an intact state of energy zero and a broken state of energy $H$. If a freed mode can take $\Omega$ configurations, the broken state has weight $g=\Omega$. With $x=H/kT$, the partition function of one constraint is $1+ge^{-x}$, so
\begin{equation}
p=\frac{ge^{-x}}{1+ge^{-x}},\qquad
\frac1p=1+\frac{e^{x}}{g}.
\label{p}
\end{equation}
The pure Boltzmann factor $p\simeq ge^{-x}$ is the dilute limit, $ge^{-x}\ll1$.

\textbf{Q:} Then write down the entropy of these states. I suspect that it is not just proportional to $f$.

\textbf{A:} You are right. The intact state has probability $1-p$, and each of the $\Omega$ broken configurations has probability $p/\Omega$. The entropy per constraint is
\begin{align}
\frac{s}{k}&=-(1-p)\ln(1-p)-\Omega\,\frac p\Omega\ln\frac p\Omega\nonumber\\
&=\bigl[-(1-p)\ln(1-p)-p\ln p\bigr]+p\ln\Omega .
\label{split}
\end{align}
The bracket is the entropy of choosing which constraints are broken. The last term is the entropy of the freed modes once that choice is made. Enumerating all $3^9$ states of nine constraints (three atoms) with $\Omega=2$ and $x=2.2$ reproduces $p$ and both parts of \eqref{split} to a relative accuracy of $10^{-10}$.

The law we seek keeps the last term alone. With three constraints per atom,
\begin{equation}
s_c=3p\,k\ln\Omega=f\,k\ln\Omega .
\label{sc}
\end{equation}

\textbf{Q:} Is the discarded part small?

\textbf{A:} No. For small $p$ we have $-(1-p)\ln(1-p)\simeq p$ and $-\ln p\simeq x-\ln g$, so the bracket is about $p(x-\ln g+1)$. At $x=5$ and $g=\Omega=2$ its ratio to $p\ln\Omega$ is $(5-0.69+1)/0.69\approx7.7$. Equation \eqref{sc} is therefore a hypothesis about which entropy enables flow: motion along freed modes counts, and the pattern of broken constraints does not. Two-state statistics does not supply this hypothesis. Its effect on the viscosity curve is milder than the ratio suggests, because a constant factor in $s_c$ can be absorbed in $\Delta\mu s^*$. We can measure what is left.

\section{The law and its two measurable parameters}

\textbf{Q:} Put the pieces together, without dropping anything more than you have announced.

\textbf{A:} Insert \eqref{sc} in \eqref{ag}, divide by $\ln10$, and use \eqref{p}:
\begin{align}
\log_{10}\frac{\eta}{\eta_\infty}
&=\frac{\Delta\mu\,s^*}{3k^2\ln\Omega\,\ln10}\,\frac1T
\left(1+\frac{e^{H/kT}}{g}\right)\nonumber\\
&=\frac KT\left(e^{C/T}+g\right),
\label{full}
\end{align}
where
\begin{equation}
C=\frac Hk,\qquad K=\frac{\Delta\mu\,s^*}{3g\,k^2\ln\Omega\,\ln10}.
\end{equation}
This is the two-state result. In the dilute limit $g$ is negligible beside $e^{C/T}$. With $L=\log_{10}\eta_\infty$, and $\eta$ in Pa\,s,
\begin{equation}
\log_{10}\eta=L+\frac KT\,e^{C/T}.
\label{kc}
\end{equation}
This is the MYEGA law. At fixed $K$ and $C$, dropping $g$ lowers the second term by the fraction $ge^{-C/T}$ of its retained value.

\textbf{Q:} Nobody measures $K$ or $C$. I know a glass transition temperature and a fragility.

\textbf{A:} Define $T_g$ by $\eta(T_g)=10^{12}$ Pa\,s, and the fragility $m$ as the slope of $\log_{10}\eta$ against $v=T_g/T$ at $v=1$. The first definition gives
\begin{equation}
12-L=\frac{K}{T_g}e^{C/T_g}\quad\Rightarrow\quad K=(12-L)\,T_g\,e^{-C/T_g}.
\label{K}
\end{equation}
For the second, write \eqref{kc} as $L+(K/T_g)\,v\,e^{Cv/T_g}$ and differentiate the product:
\begin{equation}
m=\frac K{T_g}\left(1+\frac{C}{T_g}\right)e^{C/T_g}
=(12-L)\left(1+\frac C{T_g}\right).
\label{m}
\end{equation}
Hence $C/T_g=m/(12-L)-1$. Substituting $K$ turns the exponent into $C/T-C/T_g=(C/T_g)(T_g/T-1)$, so that
\begin{equation}
\log_{10}\eta=L+(12-L)\frac{T_g}{T}
\exp\!\left[\left(\frac m{12-L}-1\right)\!\left(\frac{T_g}T-1\right)\right].
\label{myega}
\end{equation}

\textbf{Q:} What if $m<12-L$?

\textbf{A:} Then $C<0$, and breaking a constraint would release energy, contrary to the picture. At $m=12-L$ we have $C=0$ and Arrhenius flow. But look at the dilute condition there: $ge^{-C/T}=g$, which is not small. The Arrhenius form survives, since \eqref{full} becomes $K(1+g)/T$, yet the step from \eqref{full} to \eqref{kc} is not justified. The same holds for nearly Arrhenius liquids. With $L=-3$, $m=20$ and $g=2$, the correction at $T_g$ is $2e^{-1/3}\approx1.4$. This derivation supports \eqref{myega} for fragile liquids not too far above $T_g$. For strong ones the formula is an interpolation.

\textbf{Q:} Does the viscosity diverge on cooling?

\textbf{A:} Not at any temperature above zero, because $e^{-C/T}$ vanishes only as $T\to0$. That depends on the isostatic assumption. Take $n_0=3-r$ with small $r>0$. Then \eqref{count} gives $f=r+n_0p$, which tends to $r$ on cooling. Replacing $3ge^{-C/T}$ by $r$ in the dilute law gives
\begin{equation}
\log_{10}\eta\to L+\frac{3gK}{rT},
\end{equation}
an Arrhenius law. If instead $n_0>3$, $f$ vanishes when $1-p=3/n_0$. Then $p/(1-p)=(n_0-3)/3$, and since $p/(1-p)=ge^{-C/T}$,
\begin{equation}
T_0=\frac{C}{\ln[3g/(n_0-3)]}.
\end{equation}
The viscosity would diverge there. With more than three constraints per atom some are redundant, however, so the independent count behind \eqref{count} is itself doubtful near $T_0$.

\section{A phase-change melt}

\textbf{Q:} Give me numbers for a memory material.

\textbf{A:} Take rough typical values in the regime of Ge-Sb-Te alloys: $T_g=400$ K, $m=90$, $L=-3$ and a melting point $T_m=900$ K. Then $12-L=15$ and
\begin{align}
C&=\left(\tfrac{90}{15}-1\right)400\ \text{K}=2000\ \text{K},\nonumber\\
K&=15\times400\ \text{K}\times e^{-5}=40.4\ \text{K}.
\end{align}
The constraint energy is $H=kC=0.172$ eV. At 600 K,
\begin{equation}
\log_{10}\eta=-3+\frac{40.4}{600}\,e^{2000/600}=-1.11 .
\end{equation}
The same formula gives $1.42$ at 500 K and $-2.59$ at 900 K. More than ten decades are lost between 400 and 500 K, and about four between 500 and 900 K.

\textbf{Q:} So there is a huge barrier at $T_g$?

\textbf{A:} There is a huge slope, which is different. The apparent activation energy is
\begin{equation}
E=k\frac{d\ln\eta}{d(1/T)}=k\ln10\;K\left(1+\frac CT\right)e^{C/T}.
\end{equation}
At $T_g$, equations \eqref{K} and \eqref{m} reduce it to $k\,T_g\,m\ln10=7.14$ eV. The barrier itself is $z^*\Delta\mu$. With $g=\Omega=2$ and $s^*=k\ln2$, $z^*=1/f$. At $T_g$, $f=6e^{-5}=0.0404$, so $z^*=24.7$. The required exponent $15\ln10$ then fixes $\Delta\mu=0.0481$ eV, and the barrier is $24.7\times0.0481=1.19$ eV. The factor $1+C/T_g=6$ between the two energies arises because the barrier grows as the liquid cools. At 900 K, $E$ is down to 0.24 eV and $z^*$ to 1.5 atoms, where a cooperative region has little meaning.

\textbf{Q:} And crystallization?

\textbf{A:} Let the crystal front advance by hops of length $a$. Without a driving force it hops at rate $\nu$ each way, and its mean-square displacement $2\nu a^2t$ equals $2Dt$ if each hop is a diffusive step. Hence $\nu=D/a^2$. Let crystallization lower the free energy by $\Delta g$ per atom, and assume that the forward rate stays $\nu$. Detailed balance then makes the backward rate $\nu e^{-\Delta g/kT}$. The speed is
\begin{equation}
u=a\nu\left(1-e^{-\Delta g/kT}\right)=\frac Da\left(1-e^{-\Delta g/kT}\right).
\end{equation}
For atoms of radius $a/2$, the Stokes-Einstein relation gives $D=kT/(3\pi a\eta)$. With a heat of fusion $\Delta h$ and equal heat capacities of the two phases, $\Delta g=\Delta h-T\Delta h/T_m=\Delta h(1-T/T_m)$. All interface sites are assumed active.

Use $a=0.3$ nm and $\Delta h=0.12$ eV per atom, again rough. At 700 K, $\eta=10^{-1.994}=0.0101$ Pa\,s, which gives $D/a\approx1.12$ m/s. The driving force is $0.0267$ eV against $kT=0.0603$ eV, so the bracket is $1-e^{-0.442}=0.357$ and $u=0.40$ m/s. The maximum is 0.57 m/s at 779 K. Above it the vanishing driving force wins, and below it the viscosity. At 500 K, $u$ is only $2.2\times10^{-4}$ m/s. Equal heat capacities are a simplification, because the constraints give the liquid an entropy that falls on cooling. Letting the entropy difference follow the total entropy \eqref{split} of three constraints per atom lowers $u$ at 700 K to 0.34 m/s and the maximum to 0.52 m/s at 785 K.

\section{What the neglected effects cost}

\textbf{Q:} You dropped saturation, mixing entropy and a denominator. Show me the bill.

\textbf{A:} At fixed $K$ and $C$, saturation changes the exponent by $ge^{-C/T}$: 1.3\% at 400 K, 7\% at 600 K and 22\% at 900 K. A fit to data would absorb part of this, so a fairer comparison readjusts the parameters to hold $L$, $T_g$ and $m$ fixed. Saturation then raises $\log_{10}\eta$ by 0.06 at both 600 and 900 K. Using the total entropy \eqref{split} raises it by 0.14 and 0.13. The large mixing term thus costs little on the scale of the 15 decades between $T_g$ and the limit $L$, although at 900 K the shift is 30\% of the Adam-Gibbs term. Conversely, a good fit of \eqref{myega} is weak evidence for hypothesis \eqref{sc}.

The denominator multiplies $\eta$ by $1-e^{-\Delta\mu/kT}$. Relative to its value at $T_g$, with everything else fixed, it lowers $\log_{10}\eta$ by 0.09 at 600 K and 0.21 at 900 K. The whole Adam-Gibbs term at 900 K is only $-2.585+3=0.415$, so the correction is half of it. Near the melting point $L$ is an effective parameter.

\textbf{Q:} And a network that is not quite isostatic?

\textbf{A:} A very small departure matters mainly near $T_g$, where $f$ is small. With $K$ and $C$ fixed, and relative to the two-state law with $n_0=3$, one constraint fewer per thousand atoms ($n_0=2.999$) lowers $\log_{10}\eta$ by 0.37 at 400 K. One more raises it by 0.39. At 600 K either shift is 0.01. For $n_0=3.001$ the formal divergence lies at $T_0=2000/\ln6000=230$ K. For $n_0=2.999$ the formal low-temperature activation energy is 48 eV. Both belong to equilibrium liquids far below $T_g$, which no cell contains. A real alloy need not lie this close to $n_0=3$. Counting bonds and angles by the $8-N$ rule gives Ge$_2$Sb$_2$Te$_5$ a mean coordination of 2.67 and $n_0=3.67$. With $C=2000$ K the formal divergence would then lie at 910 K, above $T_m$. Refitting to the same $L$, $T_g$ and $m$ moves it to 327 K and raises $\log_{10}\eta$ by 1.3 at 500 K, 1.6 at 600 K and 1.1 at 900 K. That count is itself doubtful, since some constraints are then redundant. Still, the isostatic premise is not established for such alloys, and for them \eqref{myega} is better read as a fitting form.

\textbf{Q:} That brings me to my main doubt. A memory cell is quenched in nanoseconds. Is its amorphous region an equilibrium liquid at all?

\textbf{A:} Not after the quench. Suppose that the constraints fall out of equilibrium and keep the state they had at a fictive temperature $T_f$. Entropy then follows $T_f$, while the thermal energy follows $T$:
\begin{equation}
\log_{10}\eta(T,T_f)=L+\frac KT e^{C/T_f},\qquad
\frac{dT_f}{dt}=-\frac{T_f-T}{\tau},\quad \tau=\frac{\eta(T,T_f)}{G}.
\label{glass}
\end{equation}
This assumes a single relaxation time. With $G=10$ GPa, a rough value, cooling from 900 to 300 K at $10^{10}$ K/s leaves $T_f=483$ K. At $10^9$ K/s it is 468 K. Crystallization during the quench is ignored here. By the growth law above, a crystal front already present would advance about 11 nm at the faster rate and 110 nm at the slower one, so a small cell with a crystalline rim might not stay amorphous at the slower rate. The equilibrium viscosity at $T_f$ rises by 0.94 decade between the two, close to the one decade expected if freezing occurs at a fixed product of rate and relaxation time.

Bring the faster-quenched glass to 400 K at once, before it can age. Equation \eqref{glass} gives
\begin{equation}
\log_{10}\eta=-3+\frac{40.4}{400}\,e^{2000/483.4}=3.33,
\end{equation}
against 12 in equilibrium. The difference, 8.7 decades, dwarfs every other correction here.

\textbf{Q:} Then the glass would flow and crystallize readily at 400 K?

\textbf{A:} Within this model it would neither flow far nor crystallize much. Its relaxation time is $10^{3.33}/10^{10}\approx2\times10^{-7}$ s, so it begins to age at once. With $\eta=10^{3.33}$ Pa\,s the growth law above gives $u\approx2.6\times10^{-6}$ m/s, so even at fixed viscosity the front would move only about $6\times10^{-13}$ m in that time, far less than one hop $a$. Ageing raises $\eta$ about tenfold within the same time and cuts the advance to $1.3\times10^{-13}$ m. Under a stress $\sigma$ the viscous strain reaches only about $2\sigma/G$ in the first second. The growth figures rest on the Stokes-Einstein relation. As $T_f$ falls, the viscosity climbs toward the equilibrium value and ageing slows. The number 3.33 describes the fresh glass, and 12 the end of ageing if crystallization does not come first.

\textbf{Q:} How does all this stand beside a real Ge-Sb-Te cell?

\textbf{A:} The melting point is close to that of Ge$_2$Sb$_2$Te$_5$. The values of $T_g$ and $m$ are less certain, because such alloys tend to crystallize before the equilibrium liquid near $T_g$ can be studied. Of the effects estimated here, loss of equilibrium is the largest: 8.7 decades for the model glass heated to 400 K right after the quench. A stored bit has had time to age. In the same model, one second at 300 K already reduces the gap at 400 K to about 4 decades. The Stokes-Einstein relation is a further risk. If diffusion followed $D\propto\eta^{-0.8}$ below $T_m$, an assumed exponent, growth at 500 K would be faster by $10^{0.2(1.415+2.585)}=6.3$, and at 600 K by 2.0. At 400 K the factor would be 15 for the fresh glass and about 830 in equilibrium. Nucleation, confinement and composition changes are not estimated. Within this model, \eqref{myega} therefore describes the supercooled melt during a pulse only while $\tau=\eta/G$ is short compared with the pulse. On cooling, $\tau$ has already grown to 10 ns at about 488 K. Near $T_m$, $L$ is an effective parameter. Retention of a stored amorphous bit needs an account of ageing, such as \eqref{glass}, and of nucleation as well. The numerical output lists the remaining temperatures.

\section*{Calculated quantities}
\begin{verbatim}
inputs: Tg = 400 K, m = 90, L = -3, Tm = 900 K
inputs: hop a = 0.3 nm, heat of fusion = 0.12 eV/atom
inputs: shear modulus = 10 GPa, Omega = g = 2
C = 2000.0 K, K = 40.428 K, H = 0.1723 eV
barrier per atom dmu = 0.0481 eV
cooperative size falls to one atom at 1116 K
T = 400 K: log10(eta/Pa s) = 12.000, E = 7.143 eV, f = 0.0404, z* = 24.74
T = 450 K: log10(eta/Pa s) = 4.650, E = 3.719 eV, f = 0.0705, z* = 14.19
T = 500 K: log10(eta/Pa s) = 1.415, E = 2.190 eV, f = 0.1099, z* = 9.10
T = 600 K: log10(eta/Pa s) = -1.111, E = 0.974 eV, f = 0.2140, z* = 4.67
T = 700 K: log10(eta/Pa s) = -1.994, E = 0.539 eV, f = 0.3446, z* = 2.90
T = 900 K: log10(eta/Pa s) = -2.585, E = 0.239 eV, f = 0.6502, z* = 1.54
growth speed at 500 K = 2.225e-04 m/s
growth speed at 600 K = 6.796e-02 m/s
growth speed at 700 K = 4.019e-01 m/s
growth speed at 800 K = 5.549e-01 m/s
largest growth speed = 0.571 m/s at 779 K
neglected effects:
g exp(-H/kT) at 400 K = 1.35 percent
g exp(-H/kT) at 600 K = 7.13 percent
g exp(-H/kT) at 900 K = 21.67 percent
shift of log10 eta at 500 K: saturation +0.040, saturation and mixing +0.097, denominator -0.049
shift of log10 eta at 600 K: saturation +0.062, saturation and mixing +0.137, denominator -0.094
shift of log10 eta at 900 K: saturation +0.064, saturation and mixing +0.126, denominator -0.212
n0 = 2.999: shift of log10 eta at 400 K = -0.367
n0 = 2.999: shift of log10 eta at 600 K = -0.009
n0 = 3.001: shift of log10 eta at 400 K = +0.386
n0 = 3.001: shift of log10 eta at 600 K = +0.009
n0 = 3.001: floppy modes vanish at 229.9 K
n0 = 2.999: low-temperature activation energy = 48.1 eV
decoupling D ~ eta^-0.8 from Tm: growth at 500 K times 6.31
decoupling D ~ eta^-0.8 from Tm: growth at 600 K times 1.97
fictive temperature after 1e10 K/s = 483.4 K
fictive temperature after 1e9 K/s = 468.3 K
log10 eta(Tf) rises by 0.944 for ten times slower cooling
glass quenched at 1e10 K/s: log10(eta/Pa s) at 400 K = 3.33, equilibrium 12.00
\end{verbatim}
